Spin temperature, slowed precession and exchange narrowing for nuclear spin 3/2

Anyone computing the magnetic resonance of a dense alkali-like vapour must decide whether to follow the full ground-state density matrix or a single Bloch vector, and, for the Bloch vector, which factor to put between field and frequency and which damping to assign to spin-exchange collisions. For nuclear spin I = 3/2 the ground state has eight sublevels. If exchange is much faster than precession, pumping and all other relaxation, yet much slower than the hyperfine frequency, one vector suffices, its frequency is the bare-electron frequency divided by a number between 6 and 4, and the exchange damping is second order in the field.

Let S = 1/2 be the electron spin, I = 3/2 the nuclear spin and F = I + S. With ħ = 1 the Hamiltonian of one atom is

H = A I·S + ω_e·S, ω_e = g_s μ_B B/ħ.

The electron moment is opposite to its spin, so the energy carries a plus sign and ω_e is parallel to B. The direct coupling of B to the much smaller nuclear moment is neglected. In real atoms with I = 3/2 it lowers the fast-exchange frequency at low polarisation by about 0.04 per cent in ³⁹K, 0.2 per cent in ²³Na and 0.25 per cent in ⁸⁷Rb, so the frequencies below hold to the digits shown only for the model. From 2I·S = F(F+1) − 15/4 − 3/4, the product I·S is 3/4 in the level F = 2 and −5/4 in F = 1, so the levels are 2A apart.

When two atoms collide, their electrons feel J(t) S₁·S₂ for a time so short that the nuclei and the field do nothing. Let X swap the two electron spins. It is +1 in the triplet, where S₁·S₂ = 1/4, and −1 in the singlet, where S₁·S₂ = −3/4. Hence S₁·S₂ = X/2 − 1/4. With Φ = ∫J dt, θ = Φ/2 and X² = 1, the collision operator is, up to a phase,

U = cosθ − i sinθ X.

Partners are taken as uncorrelated before they meet, each with density matrix ρ; this is the mean-field assumption. Then

U(ρ⊗ρ)U† = cos²θ ρ⊗ρ + sin²θ X(ρ⊗ρ)X − i sinθ cosθ [X, ρ⊗ρ].

Now trace over the second atom. In the middle term the first atom keeps its nucleus and receives its partner's electron, which gives ρ_I⊗ρ_S, where ρ_I = Tr_S ρ and ρ_S = Tr_I ρ. In the last term X = 1/2 + 2S₁·S₂ gives [2⟨S⟩·S, ρ]. The phases of different collisions are assumed to spread so that sin 2θ averages to zero. With R the collision rate times the mean of sin²θ,

dρ/dt = −i[H, ρ] + R(σ − ρ), σ = ρ_I⊗ρ_S, Tr ρ = 1.

Exchange therefore erases the correlation between electron and nucleus and leaves ρ_I and ρ_S alone. Acting by itself it would stop at the product of the initial ρ_I and ρ_S, with electron and nucleus polarised in unrelated ways. The hyperfine coupling is needed to tie the two polarisations together.

To see where the two together lead at B = 0, use the entropy s(ρ) = −Tr ρ ln ρ. For two density matrices ρ and τ with eigenvalues p_i and t_j, let w_ij be the squared overlaps of their eigenvectors. Since ln x ≥ 1 − 1/x,

Tr ρ(ln ρ − ln τ) = Σ w_ij p_i ln(p_i/t_j) ≥ Σ w_ij (p_i − t_j) = 0,

with equality only for ρ = τ. This has two consequences. First, ln σ is a sum of an electron and a nuclear operator, so Tr ρ ln σ = Tr σ ln σ and

s(σ) − s(ρ) = Tr ρ(ln ρ − ln σ) ≥ 0.

Second, for a mixture τ = Σ c_k ρ_k with weights c_k, one has s(τ) − Σ c_k s(ρ_k) = Σ c_k Tr ρ_k(ln ρ_k − ln τ) ≥ 0, so entropy is concave. In a time dt exchange replaces ρ by the mixture (1 − R dt)ρ + R dt σ, while the Hamiltonian part leaves the entropy unchanged. Therefore

ds/dt ≥ R[s(σ) − s(ρ)] ≥ 0.

The entropy is bounded, so it tends to a limit. Any state that the trajectory keeps approaching must itself evolve at constant entropy, and so must be a product at all later times. For such a state the exchange term vanishes and only A I·S acts. It remains to find the products that stay products under this coupling.

Suppose first that ρ has no zero eigenvalue. Then ln ρ = a + β·S + const, where a acts on the nucleus; a Hermitian 2×2 matrix has no other form than β·S plus a number. The rate of change of ln ρ is −iA[I·S, ln ρ]. From [S_j, S_k] = iε_jkl S_l,

[I·S, a + β·S] = Σ_l S_l { [I_l, a] + i(I×β)_l }.

If ρ is to stay a product, this must again be a nuclear operator plus an electron operator, so each curly bracket must be a number. The bracket has zero trace, so the number is zero:

[I_l, a] = −i(I×β)_l.

One solution is a = β·I, because [I_l, β·I] = i(β×I)_l = −i(I×β)_l. The difference a − β·I commutes with every component of I. Commuting with I_z makes it diagonal in m, and commuting with the ladder operators makes its diagonal entries equal, so it is a number. Hence

ρ = exp(β·F)/Z.

This is the spin-temperature distribution: the population of a sublevel depends on its m along β alone, in both hyperfine levels.

States with zero eigenvalues need a separate argument. Each eigenvalue of ρ_S is a sum of four eigenvalues of ρ. The latter are fixed under unitary evolution, so the former, being continuous, are fixed too, and the ranks of ρ_S and ρ_I do not change. If ρ_S has rank two and ρ_I is deficient, let Π project on the support of ρ_I. Its rate of change, −iA Σ_l [I_l, Π]S_l, must be purely nuclear, so Π commutes with I and is a number, which contradicts the deficiency. If instead the electron is pure, take z along its spin at the instant considered. A vector in the support of ρ is φ(t)⊗u(t), with u common to all of them. The spin-down component of its time derivative is proportional to φ, while the Hamiltonian gives −(iA/2)I₊φ. So I₊φ = cφ. Since I₊⁴ = 0, c vanishes and φ is the state m = 3/2. This is the fully stretched state, the limit β → ∞.

At B = 0 both terms of the equation of motion conserve ⟨F⟩. For ρ = exp(β·F)/Z the derivative of |⟨F⟩| with respect to β is the variance of F along β, which is positive. The conserved vector ⟨F⟩ thus selects one β, and every initial state converges to the corresponding spin temperature.

A numerical integration illustrates this for one initial state. Take A/R = 5 and an initial mixture with weight 0.5 on the state of nuclear m = 3/2 and electron m = −1/2, weight 0.3 on a randomly chosen pure state and weight 0.2 on the unpolarised state. It has |⟨F⟩| = 0.472, which belongs to an electron polarisation of 0.160. The distance to that spin-temperature state, measured as the root of the summed squared moduli of the matrix elements, falls from 0.495 to about 10⁻¹¹ in a time 60/R. With the hyperfine coupling switched off it ends at 0.346.

The ratio of ⟨F⟩ to ⟨S⟩ now follows from sums over m. Put x = e^β and let P = 2|⟨S⟩|. The electron has weights x^(1/2) and x^(−1/2), so

P = (x − 1)/(x + 1), x = (1 + P)/(1 − P).

For the nucleus, after multiplying numerator and denominator by x^(3/2),

⟨I⟩ = [(3/2)x³ + x²/2 − x/2 − 3/2] / (x³ + x² + x + 1).

The numerator is (3/2)(x³ − 1) + (x/2)(x − 1) = (x − 1)(3x² + 4x + 3)/2, and the denominator is (x + 1)(x² + 1). Dividing by ⟨S⟩ = (x − 1)/[2(x + 1)] gives

⟨I⟩/⟨S⟩ = (3x² + 4x + 3)/(x² + 1) = 3 + 4x/(x² + 1).

Since x = (1 − P²)/(1 − P)² and x² + 1 = 2(1 + P²)/(1 − P)², the last term is 2(1 − P²)/(1 + P²). Therefore

⟨I⟩/⟨S⟩ = (5 + P²)/(1 + P²),

⟨F⟩ = q⟨S⟩, q(P) = (6 + 2P²)/(1 + P²) = 2 + 4/(1 + P²).

The last form shows that q falls steadily from 6 at P = 0 to 4 at P = 1.

Now switch on a field with ω_e ≪ R ≪ A. Exchange conserves ⟨F⟩ and the hyperfine coupling commutes with F, so the field alone changes ⟨F⟩. From d⟨F_j⟩/dt = i⟨[ω_e·S, F_j]⟩ and the spin commutators,

d⟨F⟩/dt = ω_e × ⟨S⟩.

This holds without any assumption about ρ. The field pulls ρ away from a spin temperature at a rate of order ω_e and the collisions restore it at a rate of order R, so the departure is of order ω_e/R. To leading order ⟨S⟩ = ⟨F⟩/q and

d⟨F⟩/dt = (ω_e/q) × ⟨F⟩.

The length of ⟨F⟩ is constant, hence so are P and q, and the polarisation turns rigidly at ω_e/q for any angle to the field. The electron spin feels the torque, but it must carry the nuclear angular momentum along.

The factor 4 is already present in a free atom. Within a level, S acts as F multiplied by ⟨S·F⟩/[F(F+1)], where S·F = 3/4 + I·S. This gives (3/2)/6 = 1/4 for F = 2 and (−1/2)/2 = −1/4 for F = 1. The two levels precess at ω₀ = ω_e/4 in opposite senses. Exchange moves atoms between them, and at low polarisation the level F = 1 holds one sixth of the total spin, as shown below. The common frequency is then (5/6 − 1/6)ω₀ = ω_e/6. So relative to a free atom in F = 2, exchange slows the precession by at most 3/2. At full polarisation F = 1 is empty and nothing is slowed further.

Two opposite precessions connected by random transfers would be expected to dephase. To find how much, take low polarisation and let a and b be the transverse components ⟨F_x⟩ + i⟨F_y⟩ contributed by F = 2 and F = 1. Coherences between the levels oscillate at 2A and are dropped. The same projection for I uses I·F = 15/4 + I·S and gives (9/2)/6 = 3/4 and (5/2)/2 = 5/4, so

⟨S⟩ = (a − b)/4, ⟨I⟩ = (3a + 5b)/4.

To first order in the polarisation the product created by exchange is

σ = (1/8)[1 + (4/5)⟨I⟩·I + 4⟨S⟩·S],

where the coefficients follow from Tr I_z² = 5 for the four nuclear states and Tr S_z² = 1/2 for the electron. In F = 2, Tr F_z² = 10, so Tr F_z I_z = 15/2 and Tr F_z S_z = 5/2. The spin that σ places in F = 2 is

a′ = (1/8)(6⟨I⟩ + 10⟨S⟩) = (1/32)(18a + 30b + 10a − 10b) = (7a + 5b)/8.

Thus a′ − a = −(a − 5b)/8, and b changes by the opposite amount because exchange conserves a + b. With precession included,

da/dt = iω₀a − R(a − 5b)/8,

db/dt = −iω₀b + R(a − 5b)/8.

Exchange is in balance when a = 5b, which is the 5:1 division used above. Solutions proportional to e^(λt) require

(λ − iω₀ + R/8)(λ + iω₀ + 5R/8) − 5R²/64 = 0.

The terms 5R²/64 cancel, leaving

λ² + (3R/4)λ + ω₀² − iω₀R/2 = 0.

For ω₀ ≪ R the slow root is found order by order. First order gives (3R/4)λ₁ = iω₀R/2, so λ₁ = 2iω₀/3 = iω_e/6. Second order gives (3R/4)λ₂ = −ω₀² − λ₁² = −(5/9)ω₀², so λ₂ = −20ω₀²/(27R). Hence

λ ≈ iω_e/6 − Γ, Γ = 5ω_e²/(108R).

In the range ω_e ≪ R ≪ A, the damping falls as collisions become more frequent. Between transfers an atom gains a phase of order ω_e/R relative to the mean; these small phases add at random, and their mean square grows at a rate of order ω_e²/R.

In the opposite limit, R ≪ ω₀ ≪ A, and still at low polarisation, the two components rotate too differently for the transfer terms to build up, and a decays by its own loss term: λ ≈ iω₀ − R/8. This limit also assumes that the field is too weak for the quadratic Zeeman effect to split the resonance. The ratio of the two dampings is

(R/8)/Γ = 2.7 (R/ω_e)².

At finite polarisation a symmetry fixes the form of the damping. Let the spin point along x and the field along z. A half-turn about x reverses the field and changes ⟨F_y⟩ to −⟨F_y⟩, so it replaces the instantaneous rate λ of ⟨F_x⟩ + i⟨F_y⟩ by its complex conjugate. The damping is therefore even in ω_e. It vanishes at zero field, so for small ω_e/R its leading form is

Γ = g(P) ω_e²/R, g(0) = 5/108 = 0.0463.

At P = 1 the atom is in the stretched state, a nucleus and an electron pointing the same way. With coherences between the levels neglected, the field acts in F = 2 as (ω_e/4)·F and turns both spins together. The state remains a product, the exchange term stays zero, and the frequency is ω_e/4 without exchange damping, whatever the ratio ω_e/R. Hence g(1) = 0.

For numbers, take a model vapour with R = 10⁵ s⁻¹ in a field of 10 nT. The bare-electron frequency is 280.25 Hz, so ω_e = 2π × 280.25 Hz = 1761 s⁻¹ and ω_e/R = 0.0176. A free atom in F = 2 would precess at 280.25/4 = 70.06 Hz; under fast exchange at low polarisation the frequency is 280.25/6 = 46.71 Hz. The damping is

Γ = 5 × (1761 s⁻¹)²/(108 × 10⁵ s⁻¹) = 1.44 s⁻¹,

against R/8 = 12 500 s⁻¹ in the high-field limit, a reduction by a factor of about 8700.

At P = 0.5 one has x = 1.5/0.5 = 3, so neighbouring sublevels differ in population by a factor of 3. From m = 2 down to m = −2 the level F = 2 holds 0.506, 0.169, 0.056, 0.019 and 0.006, and F = 1 repeats the three middle values. The spin in F = 2 is 2(0.506 − 0.006) + (0.169 − 0.019) = 1.15, and in F = 1 it is 0.15. Thus ⟨F⟩ = 1.30 and ⟨S⟩ = (1.15 − 0.15)/4 = 0.25, and their ratio is q = 5.2.

The coefficient g at intermediate P was obtained by integrating the nonlinear equation for the 8×8 density matrix, without coherences between the levels. The start was a spin-temperature state transverse to the field. After a time 30/R, frequency and damping were read from the change of ln(⟨F_x⟩ + i⟨F_y⟩) over a further time 1/ω_e:

P = 0.01: 46.71 Hz, Γ = 1.435 s⁻¹, g = 0.0463
P = 0.50: 53.89 Hz, Γ = 1.092 s⁻¹, g = 0.0352
P = 0.90: 66.56 Hz, Γ = 0.246 s⁻¹, g = 0.0079
P = 1.00: 70.06 Hz, Γ = 0, g = 0

The frequencies follow ω_e/q: for P = 0.5 the formula gives 280.25/5.2 = 53.89 Hz. The damping of ⟨F⟩ at P = 0.9 is about a sixth of its low-polarisation value. These rates belong to ⟨F⟩. Since |⟨F⟩| = qP/2, the electron polarisation of a spin transverse to the field decays faster by the factor q/[d(qP)/dP], where d(qP)/dP = 2 + 4(1 − P²)/(1 + P²)². Its rate is 1.45 s⁻¹ at P = 0.5 and 0.46 s⁻¹ at P = 0.9, the latter about a third of the low-polarisation value. Because q depends on P, a polarisation that decays also drifts in frequency, from 70 Hz towards 47 Hz here. A Bloch equation with constant q is thus suitable for small P. For a larger P held steady it describes the precession and small transverse components, but changes in the length of the polarisation respond with d(qP)/dP in place of q, which is 2.23 rather than 4.21 at P = 0.9.

The quadratic equation for λ also covers the region between the two limits, at low polarisation. Its slow root for R = 10⁵ s⁻¹ gives the following frequency, damping and effective divisor, the last being ω_e divided by the angular frequency:

10 nT: 46.7 Hz, 1.44 s⁻¹, 6.00
100 nT: 469 Hz, 143 s⁻¹, 5.98
300 nT: 1449 Hz, 1241 s⁻¹, 5.80
1000 nT: 5951 Hz, 8066 s⁻¹, 4.71
3000 nT: 20 560 Hz, 11 942 s⁻¹, 4.09
10 000 nT: 69 921 Hz, 12 450 s⁻¹, 4.01

The bare-electron frequency ω_e equals R at 568 nT. At 300 nT the quadratic law would give 1.4355 × 30² = 1292 s⁻¹, about 4 per cent above the root; at 1000 nT it would give 14 355 s⁻¹, well above the root and even above R/8. The divisor 6 and the suppressed damping are thus lost together as ω_e passes R. At the upper end of the list the divisor is again close to 4, as at full polarisation, but for another reason: the two levels now precess separately, and exchange damps the resonance at nearly the high-field rate R/8.

What is suppressed is the damping due to exchange. A slow process that destroys electron spin at a rate R_d, so that it adds −R_d⟨S⟩ to d⟨F⟩/dt, still damps ⟨F⟩ at the rate R_d/q, since ⟨S⟩ = ⟨F⟩/q. The polarisation P itself then decays at R_d/[d(qP)/dP], which is R_d/6 at small P but approaches R_d/2 near P = 1. The argument given here requires such processes, and optical pumping too, to be slow compared with R. If they are not, the relation ⟨S⟩ = ⟨F⟩/q with the q derived here in general fails during the precession, and the frequency ω_e/q and the damping R_d/q can no longer be relied on. For electron-spin destruction at low polarisation, the two vectors a and b still suffice; where no such reduction is known, the density matrix is the safe choice.
